\section*{Lognormal closure width for continuum Brownian coagulation without slip}

\section{Definitions and conventions}

Particles suspended in a gas are described by $n(v,t)$, the number density per unit particle volume $v$. The moments are
\begin{equation}
M_k(t)=\int_0^\infty v^k n(v,t)\,dv .
\end{equation}
Here $N=M_0$ is the number density, $M_1$ is the particle volume per unit gas volume, and $\bar v=M_1/N$ is the mean particle volume. The subscript $0$ on $N_0$, $Q_0$ and $w_0$ marks initial values.

Particles are spheres of radius $r$ that merge into one sphere at every contact. The suspension is dilute and well mixed, and the volumes of two colliding particles are otherwise uncorrelated (mean field). Nucleation, vapour growth and wall losses are absent.

The collision kernel $K(v,u)$ is defined so that $\tfrac12K(v,u)n(v)n(u)\,dv\,du$, integrated over all $v$ and $u$, is the number of collisions per unit volume and time. The factor $\tfrac12$ prevents each pair from being counted twice.

\subsection*{The kernel}

In the frame of one particle, the other diffuses with coefficient $D=D_1+D_2$ and is absorbed at the distance $R=r_1+r_2$. In steady state the inward current $J=4\pi\rho^2D\,dc/d\rho$ does not depend on the distance $\rho$. With $c(R)=0$ and $c(\infty)=c_\infty$, integration gives $c=c_\infty(1-R/\rho)$, hence $J=4\pi RDc_\infty$ and $K=4\pi RD$. Without slip, Stokes drag gives $D_i=kT/(6\pi\mu r_i)$, where $\mu$ is the gas viscosity. Therefore
\begin{equation}
K=\frac{2kT}{3\mu}(r_1+r_2)\left(\frac1{r_1}+\frac1{r_2}\right).
\end{equation}
Since $r\propto v^{1/3}$, multiplying out the brackets yields
\begin{equation}
K(v,u)=K_0\left[2+\left(\frac vu\right)^{1/3}+\left(\frac uv\right)^{1/3}\right],
\qquad K_0=\frac{2kT}{3\mu}. \label{kernel}
\end{equation}

\subsection*{The lognormal distribution}

The closure assumes that $y=\ln v$ is Gaussian at all times, with mean $\ln v_g$ and variance $w$. Completing the square gives
\begin{equation}
ay-\frac{(y-\ln v_g)^2}{2w}
=a\ln v_g+\frac{a^2w}{2}-\frac{(y-\ln v_g-aw)^2}{2w}. \label{square}
\end{equation}
Integration over $y$ with $a=k$ gives
\begin{equation}
M_k=N v_g^k e^{k^2w/2}. \label{moments}
\end{equation}
Because $\ln r=\tfrac13\ln v+\text{constant}$, the geometric standard deviation $\sigma_r$ of the radius obeys $\ln^2\sigma_r=w/9$. The moments measure the width through
\begin{equation}
Q=\frac{M_0M_2}{M_1^2}=\frac{e^{4w/2}}{e^{2w/2}}=e^w . \label{Q}
\end{equation}

The result to be shown is that, when the three lognormal parameters follow the equations for $M_0$, $M_1$ and $M_2$, then for any initial width
\begin{equation}
\ln^2\sigma_r\to\frac{\ln2}{9}=0.0770,\qquad \sigma_r\to1.320 . \label{result}
\end{equation}
This is a property of the closure. The long-time solution of the full coagulation equation has a different width, given below.

\section{First derivation: moment equations in time}

A collision removes $v^k+u^k$ from the sum of $k$th powers and adds $(v+u)^k$. Hence
\begin{equation}
\frac{dM_k}{dt}=\frac12\iint K(v,u)\left[(v+u)^k-v^k-u^k\right]n(v)n(u)\,dv\,du .
\end{equation}
For $k=0$ the bracket is $-1$. The three terms of \eqref{kernel} contribute $2M_0^2$, $M_{1/3}M_{-1/3}$ and the same product again, so
\begin{equation}
\frac{dM_0}{dt}=-K_0\left(M_0^2+M_{1/3}M_{-1/3}\right).
\end{equation}
For $k=1$ the bracket vanishes and $M_1$ is constant. For $k=2$ it is $2vu$, which cancels the factor $\tfrac12$. Since $vu(v/u)^{1/3}=v^{4/3}u^{2/3}$,
\begin{equation}
\frac{dM_2}{dt}=2K_0\left(M_1^2+M_{4/3}M_{2/3}\right).
\end{equation}
Up to this point no shape has been assumed. The equations are not closed, because they contain fractional moments.

Equation \eqref{moments} supplies these moments:
\begin{align}
M_{1/3}M_{-1/3}&=N^2\exp\left[\frac w2\left(\frac19+\frac19\right)\right]=N^2e^{w/9},\\
M_{4/3}M_{2/3}&=N^2v_g^2\exp\left[\frac w2\left(\frac{16}9+\frac49\right)\right]
=N^2v_g^2e^{10w/9}.
\end{align}
Since $M_1^2=N^2v_g^2e^w$, the second product equals $M_1^2e^{w/9}$. The same factor therefore appears in both rates:
\begin{equation}
\frac{dN}{dt}=-K_0(1+e^{w/9})N^2,\qquad
\frac{dM_2}{dt}=2K_0(1+e^{w/9})M_1^2. \label{closed}
\end{equation}

Differentiating $Q=NM_2/M_1^2$ at constant $M_1$ gives
\begin{align}
\frac{dQ}{dt}&=\frac{M_2}{M_1^2}\frac{dN}{dt}+\frac{N}{M_1^2}\frac{dM_2}{dt}\nonumber\\
&=-K_0(1+e^{w/9})NQ+2K_0(1+e^{w/9})N\nonumber\\
&=K_0(1+e^{w/9})N(2-Q).
\end{align}
Division by $dN/dt$ removes the common factor:
\begin{equation}
\frac{dQ}{dN}=\frac{Q-2}{N}.
\end{equation}
Thus $\ln|Q-2|=\ln N+\text{constant}$. The sign of $Q-2$ is preserved, and
\begin{equation}
Q=2+(Q_0-2)\frac N{N_0}. \label{path}
\end{equation}
The case $Q_0=2$ is included, with $Q$ constant.

It remains to show that $N$ falls to zero. From \eqref{closed},
\begin{equation}
\frac{d}{dt}\frac1N=K_0(1+Q^{1/9})\ge2K_0,
\end{equation}
because $Q=e^w\ge1$. Hence $1/N$ grows without bound, $Q\to2$, $w\to\ln2$, and \eqref{result} follows.

With $x=N/N_0$, the time needed to reach a given number density is
\begin{equation}
K_0N_0t=\int_{N/N_0}^{1}\frac{dx}{x^2\left\{1+[2+(Q_0-2)x]^{1/9}\right\}}. \label{time}
\end{equation}
At late times $1/N$ grows at the rate $K_0(1+2^{1/9})=2.080K_0$. The approach of the width follows from $w=\ln Q$:
\begin{equation}
w-\ln2=\ln\left[1+\frac{Q_0-2}{2}\frac N{N_0}\right]
\simeq\frac{Q_0-2}{2}\frac N{N_0}
\end{equation}
when the last expression is small. Within the closure, a broad population narrows and a narrow one broadens. Even equal particles, with $Q_0=1$, reach the same limit.

\section{Second derivation: the average collision}

The result can also be obtained by counting collisions, without following time. One collision between volumes $v$ and $u$ lowers the number of particles by one. It raises the sum of squared volumes by $(v+u)^2-v^2-u^2=2vu$. For many collisions, therefore,
\begin{equation}
dM_2=-2\langle vu\rangle_c\,dN, \label{event}
\end{equation}
where $\langle\cdot\rangle_c$ is the average over colliding pairs, that is, over pairs weighted by $K(v,u)n(v)n(u)$. The minus sign appears because $dN$ is negative.

The kernel \eqref{kernel} is a sum of terms $v^au^{-a}$ with $a=0,\tfrac13,-\tfrac13$. The colliding pairs are thus a mixture of three classes. Within one class $v$ and $u$ are independent, the first drawn with weight $v^an(v)$ and the second with weight $u^{-a}n(u)$.

By \eqref{square}, the weight $v^a$ leaves a lognormal lognormal. It keeps the variance $w$ and moves the mean of $\ln v$ by $aw$. The mean volume changes from $\bar v$ to $\bar ve^{aw}$, while that of the partner becomes $\bar ve^{-aw}$. Their product is
\begin{equation}
\bar ve^{aw}\,\bar ve^{-aw}=\bar v^2 .
\end{equation}
Each class gives the same value, so the proportions of the mixture do not matter:
\begin{equation}
\langle vu\rangle_c=\bar v^2=\frac{M_1^2}{N^2}. \label{pair}
\end{equation}
Brownian motion does favour collisions between large and small particles. In a lognormal population this preference raises one mean by the factor by which it lowers the other.

Insertion of \eqref{pair} in \eqref{event} and integration from $N_0$ to $N$ give
\begin{equation}
M_2=M_2(0)-2M_1^2\int_{N_0}^{N}\frac{dN'}{N'^2}
=M_2(0)+2M_1^2\left(\frac1N-\frac1{N_0}\right).
\end{equation}
Multiplication by $N/M_1^2$, with $M_2(0)=Q_0M_1^2/N_0$, yields
\begin{equation}
Q=Q_0\frac N{N_0}+2-2\frac N{N_0}=2+(Q_0-2)\frac N{N_0},
\end{equation}
which is \eqref{path}. As collisions continue and $N/N_0\to0$, $Q\to2$. The lognormal relation \eqref{Q} then gives $\ln^2\sigma_r=(\ln2)/9$.

\section{What each derivation assumes}

Both derivations use mean-field pairing, conservation of particle volume and merging at every contact. The first uses the lognormal shape to evaluate each rate. In return it gives the clock \eqref{time}. The second uses the shape in two separate places: to obtain \eqref{pair}, and to convert $Q$ into $\sigma_r$. It gives no time scale, but it shows which property of the kernel fixes the limit.

To see this, write $\langle vu\rangle_c=c\,\bar v^2$ for any kernel and any shape. Then \eqref{event} gives $dM_2/dN=-2cM_1^2/N^2$, and
\begin{equation}
\frac{dQ}{d\ln N}=N\left(\frac{M_2}{M_1^2}+\frac N{M_1^2}\frac{dM_2}{dN}\right)=Q-2c. \label{general}
\end{equation}
If the shape of the distribution in $v/\bar v$ becomes fixed, $Q$ is constant and must equal $2c$. For a constant kernel colliding partners are independent, so $c=1$ for every shape and $Q\to2$ without a closure. The lognormal assumption makes the Brownian kernel behave in the same way.

\subsection*{A second case: open agglomerates}

Suppose that the radius governing both collision and drag scales as $v^p$, with $p=1/D$, where $D$ now denotes the fractal dimension and not a diffusion coefficient. The kernel terms are then $v^au^{-a}$ with $a=0,\pm p$. The argument for \eqref{pair} is unchanged, and again $w\to\ln2$. The logarithm of the collision radius has variance $p^2w$, so
\begin{equation}
\ln^2\sigma_{\rm coll}\to\frac{\ln2}{D^2}.
\end{equation}
The factor $1+e^{w/9}$ in the rates becomes $1+e^{w/D^2}$, since $M_pM_{-p}=N^2e^{p^2w}$. For $D=1.8$ the closure gives a limiting deviation of the collision radius of $1.588$ and a late rate factor of $2.239$. Without an assumed shape, a population that starts from equal particles has values of about $1.74$ and $2.36$ once the mean volume has grown fortyfold, so the closure again makes the number-weighted width too small. For $D=3$ the result for spheres returns.

\subsection*{Dependence on the chosen moments}

A lognormal cannot satisfy the equations for all moments at once. If $M_3$ replaces $M_2$, the exact rate is
\begin{align}
\frac{dM_3}{dt}&=3\iint Kv^2u\,n(v)n(u)\,dv\,du\nonumber\\
&=3K_0\left(2M_2M_1+M_{7/3}M_{2/3}+M_{5/3}M_{4/3}\right).
\end{align}
By \eqref{moments}, the three products are $M_1^3/N$ times $e^w$, $e^{13w/9}$ and $e^{7w/9}$, and $M_3=e^{3w}M_1^3/N^2$. At constant $w$, $M_3\propto N^{-2}$, so $dM_3/dt=2K_0(1+e^{w/9})NM_3$. Equating the two rates and dividing by $K_0e^wM_1^3/N$ gives
\begin{equation}
3\left(2+e^{4w/9}+e^{-2w/9}\right)=2\left(1+e^{w/9}\right)e^{2w}.
\end{equation}
Its root gives $\sigma_r=1.282$. A closure on the moments of order $0$, $\tfrac12$ and $1$, evaluated by quadrature, gives $1.420$. The value $1.320$ therefore belongs to the choice $0,1,2$.

\subsection*{The width without a closure}

The coagulation equation was also solved numerically for clusters of $1$ to $12000$ monomers, starting from monomers alone and with no assumed shape. At a mean size of $400$ monomers it gives $\sigma_r=1.446$ and $Q=1.932$. Between mean sizes of $200$ and $400$, $\sigma_r$ changes by about $10^{-5}$.

The closure value of $Q$ is $3.5\%$ above this solution. Its value of $\ln\sigma_r$ is $0.278$ instead of $0.369$, which is $25\%$ too low. The two errors differ because the shape is not lognormal: the skewness of $\ln r$ is $-0.67$, whereas a lognormal has zero. Small particles extend the lower tail of $\ln r$ but add little to $M_2$. If the numerical $Q$ is converted by the lognormal relation, it gives $1.311$, close to the closure and far from the actual deviation. The closure is thus better for $Q$ than for the number-weighted width.

Relation \eqref{general} gives $c=Q/2=0.966$ for the fixed shape, so the mean product of colliding volumes is slightly below $\bar v^2$. The late rate factor is $2.146$, and the closure value $2.080$ is $3\%$ below it.

\section{Powder in a deposition exhaust}

Consider silica powder in the nitrogen exhaust of atmospheric-pressure silane--oxygen deposition. The inputs are rough: $350$ K, $760$ Torr, viscosity $2.0\times10^{-5}$ Pa\,s, density $2200$ kg/m$^3$, initial median radius $200$ nm, $\sigma_r=1.50$ and $N_0=5.0\times10^7$ cm$^{-3}$. Time is counted from this state. Brownian coagulation of much smaller particles of the same total volume would reach this number density in roughly half a minute, but from equal particles it would give a narrower population, with $\sigma_r$ near $1.4$ and $Q$ near $1.8$. The broad start assumed here must come from other causes, such as particles formed at different times. The rate constant is
\begin{equation}
K_0=\frac{2(1.381\times10^{-23})(350)}{3(2.0\times10^{-5})}\ \mathrm{m^3/s}
=1.61\times10^{-10}\ \mathrm{cm^3/s},
\end{equation}
and the time scale is $1/(K_0N_0)=124$ s.

The initial width gives $w_0=9(\ln1.5)^2=1.480$ and $Q_0=4.391$. After a tenfold fall in number,
\begin{equation}
Q=2+2.391\times0.1=2.239,\qquad
\sigma_r=\exp\left(\tfrac13\sqrt{\ln2.239}\right)=1.349 .
\end{equation}
During this fall $1+Q^{1/9}$ decreases from $2.179$ to $2.094$. Since $\int_{0.1}^1dx/x^2=9$, the time lies between $9\times124/2.179$ and $9\times124/2.094$, or about $512$ and $533$ s. The integral \eqref{time} gives $529$ s. The median radius is then $482$ nm. A narrow start with $\sigma_r=1.10$ reaches $1.307$ after the same tenfold fall, approaching the limit from below.

After $60$ s the closure gives a number density of $0.49N_0$ and $\sigma_r=1.43$. If the gas stays in the exhaust for about a minute, the closure does not come near its own limiting width.

These widths are properties of the closure and should not be read as predictions for the powder. The full coagulation equation, started from the same lognormal with $\sigma_r=1.50$, keeps the number-weighted $\sigma_r$ near $1.5$ throughout the tenfold fall, and the narrow start reaches about $1.39$ instead of $1.307$. The closure values of $N$ and $Q$ are much better, with errors of a few per cent: for the broad start the full equation gives $Q=2.18$ and about $511$ s after the tenfold fall, against $2.24$ and $529$ s.

\subsection*{Effects left out}

The mean free path is $80$ nm, so the Knudsen number $\mathrm{Kn}=\lambda/r$ at the median radius falls from $0.40$ to $0.17$ during the tenfold decay. Slip multiplies each diffusion coefficient by $1+\mathrm{Kn}(1.257+0.4e^{-1.1/\mathrm{Kn}})$. It raises the rate of number loss by $62\%$ at the start and by $23\%$ at the end, for the same distributions. With slip in the closed equations, the tenfold fall takes $406$ s and ends at $\sigma_r=1.336$. These figures still treat the motion as diffusive right up to contact. The Fuchs correction for ballistic motion near contact lowers the two increases to about $52\%$ and $19\%$ and lengthens the fall to about $423$ s.

That slip narrows the distribution, from $1.349$ to $1.336$, follows from the pair average. To first order in $\mathrm{Kn}$, slip adds kernel terms $v^au^b$ with $a+b=-\tfrac13$. They give $\langle vu\rangle=\bar v^2e^{(a+b)w}=\bar v^2e^{-w/3}$, so $c<1$, and by \eqref{general} $Q$ is driven towards a value below $2$. As the particles grow, this correction fades. With slip alone, the deviation at $N=10^{-6}N_0$ is $1.3195$, against the limit $1.3199$.

Settling acts in the other direction. Large particles fall faster and sweep up small ones. With every particle in the swept path counted as a collision, which is an upper estimate for settling without diffusion, settling at the end of the tenfold fall adds about $0.3$ of the no-slip Brownian number loss and about $0.85$ of its $M_2$ growth. If the two rates are simply added, which neglects the coupling between diffusion and settling,
\begin{equation}
c\simeq\frac{1+0.85}{1+0.3}\simeq1.4,\qquad \frac{dQ}{d\ln N}\simeq2.2-2.8=-0.6 .
\end{equation}
At this upper bound $Q$ would already be rising as $N$ falls. In reality small particles tend to follow the gas around a large one. If the swept-path rate is multiplied by the collision efficiency $\tfrac12[r_s/(r_s+r_l)]^2$, with $r_s$ and $r_l$ the smaller and larger radius, the two additions shrink to about $0.02$ and $0.06$. Then $c\simeq1.04$ and $Q$ is still falling at this point. This does not last, because settling gains on diffusion as the particles grow. With the same efficiency, and with $Q$ taken from \eqref{path}, $Q-2c$ is about $-0.2$ at $N=0.03N_0$, so $Q$ would by then be rising. In both estimates settling ends the narrowing before the Brownian limit is reached, and the collision efficiency decides when. A particle of the final median radius would also settle $3.6$ cm in $529$ s, so losses to the floor of a narrow duct matter over such times. In the first minute a particle of the median radius falls only about $0.1$ cm.

Shear in the flowing gas also brings particles together. If every crossing within the contact distance counts as a collision, a shear rate of $100$ s$^{-1}$ adds about $0.23$ of the no-slip Brownian number loss and $0.52$ of its $M_2$ growth at the end of the tenfold fall. At $10$ s$^{-1}$ both additions are ten times smaller.

The assumed powder corresponds to full conversion of a silane mole fraction of $0.37\%$. In a reactor part of the silane forms the film, so a feed with this mole fraction would give less powder than assumed here. The assumption that fails most plainly is coalescence: solid silica does not flow into spheres at $350$ K. If the powder forms agglomerates with $D$ near $1.8$, the closure keeps the volume width but moves the limiting deviation of the collision radius from $1.32$ to $1.59$. This limit applies to agglomerates of many primary particles. After one minute they would contain only two or three on average. At atmospheric pressure slip is not negligible for these particle sizes, and settling and shear may also contribute, so the no-slip Brownian limit is an idealization here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
CLOSURE LIMIT
ln^2 sigma_r = (ln 2)/9: 0.07702
sigma_r limit: 1.3199
stationary w by quadrature: 0.693147; ln 2: 0.693147
late rate factor 1+2^(1/9): 2.0801
sigma_r, closure on moments 0,1,3: 1.2815
sigma_r, closure on moments 0,1/2,1: 1.4197
DISCRETE SMOLUCHOWSKI SOLUTION FROM MONOMERS
mean size 100 monomers: sigma_r 1.4450, Q 1.9315
mean size 200 monomers: sigma_r 1.4457, Q 1.9316
mean size 400 monomers: sigma_r 1.4457, Q 1.9316
shift of sigma_r, last doubling: -0.00001
Q required by a fixed reduced shape: 1.9315
sigma_r inferred from Q: 1.3106
skewness of ln r: -0.669
rate factor: 2.1463; relative mass error: 6.2e-13
EXAMPLE INPUTS (rough)
temperature: 350 K
pressure: 760 Torr
viscosity: 2.0e-05 Pa s
silica density: 2200 kg/m3
initial median radius: 200 nm
initial sigma_r: 1.50; Q0: 4.391
initial number density: 5.0e+07 cm^-3
EXAMPLE RESULTS WITHOUT SLIP
K0: 1.611e-10 cm3/s
particle volume fraction: 3.51e-06
equivalent silane mole fraction: 0.37 %
time to N0/2: 57.6 s
at 60 s: N/N0 0.4900, sigma_r 1.4306
time to N0/10: 529.4 s
at N0/10: Q 2.2391, sigma_r 1.3489
at N0/10: median radius 482 nm
narrow start sigma_r: 1.10
narrow start at N0/10: sigma_r 1.3073
NEGLECTED EFFECTS
mean free path: 79.8 nm
Knudsen number at median: start 0.399, N0/10 0.165
slip/no-slip number loss: start 1.624, N0/10 1.229
with slip, time to N0/10: 406.2 s
with slip, sigma_r at N0/10: 1.3356
with slip, sigma_r at N0/1e6: 1.3195
settling/Brownian collisions at N0/10 (upper bound):
  number loss 0.29, M2 growth 0.84
settling distance at N0/10 radius over that time: 3.6 cm
agglomerates, D = 1.8: stationary w 0.693147
  sigma of collision radius 1.5881, rate factor 2.2385
\end{verbatim}
